# Positive Cavity Shift of a Molecular Ground State at Second Order: test program

```python
"""Ground-state shift of a molecule in a single-mode cavity (atomic units).

Result under test, to second order in the coupling lam:
    shift = (lam^2/2) sum_n |mu_n0|^2 w_n / (w_n + omega)
mu    : total dipole operator of electrons and clamped nuclei
w_n   : electronic excitation energy E_n - E_0
omega : cavity frequency; the shift is measured from E_0 + omega/2
The shift is positive and tends to lam^2 N/(4 omega) at fixed lam,
with N the number of electrons.  The sum over states is compared with
diagonalization of the coupled electron-photon Hamiltonian
    H_e + omega a^+a - lam sqrt(omega/2) mu (a + a^+) + lam^2 mu^2 / 2
for two electrons in a one-dimensional soft-Coulomb molecule.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const

CHARGES = (1.4, 0.6)
CENTRES = (-1.0, 1.0)
SOFTENING = 1.0
N_ELEC = 2


def build_molecule(step, half_points):
    """Singlet two-electron Hamiltonian on a sinc grid, and its dipole."""
    index = np.arange(-half_points, half_points + 1)
    x = step * index
    n = len(x)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = 1.0 - 2.0 * (np.abs(diff) % 2)
    kinetic = np.where(diff == 0, np.pi**2 / 6, sign / safe**2) / step**2
    attraction = sum(-z / np.sqrt((x - r)**2 + SOFTENING**2)
                     for z, r in zip(CHARGES, CENTRES))
    one_body = sp.csr_matrix(kinetic + np.diag(attraction))
    repulsion = 1 / np.sqrt((x[:, None] - x[None, :])**2 + SOFTENING**2)
    unit = sp.identity(n)
    full = (sp.kron(one_body, unit) + sp.kron(unit, one_body)
            + sp.diags(repulsion.ravel())).tocsr()
    i, j = np.triu_indices(n)
    column = np.arange(len(i))
    weight = np.where(i == j, 1.0, np.sqrt(0.5))
    off = i != j
    rows = np.concatenate([i * n + j, (j * n + i)[off]])
    cols = np.concatenate([column, column[off]])
    data = np.concatenate([weight, weight[off]])
    to_grid = sp.csr_matrix((data, (rows, cols)), shape=(n * n, len(i)))
    hamiltonian = (to_grid.T @ full @ to_grid).toarray()
    nuclear = sum(z * r for z, r in zip(CHARGES, CENTRES))
    dipole = nuclear - x[i] - x[j]
    return hamiltonian, dipole, to_grid, n


def coupled_shift(levels, dip, dip_sq, lam, omega, n_fock=12):
    """Lowest eigenvalue minus E_0 + omega/2, by Davidson iteration."""
    number = np.arange(n_fock)
    lower = np.diag(np.sqrt(number[1:]), 1)
    quadrature = lower + lower.T
    bare = (levels - levels[0])[:, None] + omega * number[None, :]
    g = lam * np.sqrt(omega / 2)
    approx = (bare + 0.5 * lam**2 * np.diag(dip_sq)[:, None]).ravel()
    vector = np.zeros(bare.shape)
    vector[0, 0] = 1.0
    basis, images = [], []
    for _ in range(300):
        image = (bare * vector - g * (dip @ vector) @ quadrature
                 + 0.5 * lam**2 * (dip_sq @ vector))
        basis.append(vector.ravel())
        images.append(image.ravel())
        b, w = np.array(basis), np.array(images)
        small = b @ w.T
        values, coeffs = np.linalg.eigh((small + small.T) / 2)
        theta, y = values[0], coeffs[:, 0]
        residual = y @ w - theta * (y @ b)
        if np.linalg.norm(residual) < 1e-9:
            return theta
        gap = approx - theta
        gap = np.where(np.abs(gap) < 0.02, 0.02, gap)
        trial = residual / gap
        for _ in range(2):
            trial = trial / np.linalg.norm(trial)
            trial = trial - b.T @ (b @ trial)
        vector = (trial / np.linalg.norm(trial)).reshape(bare.shape)
    raise RuntimeError("Davidson iteration did not converge")


def sum_over_states(excitation, strength, lam, omega):
    return 0.5 * lam**2 * np.sum(strength * excitation
                                 / (excitation + omega))


# Electronic problem
STEP = 0.4
ham, dip_grid, to_grid, n_grid = build_molecule(STEP, 24)
levels, states = np.linalg.eigh(ham)
ground = states[:, 0]
mu = states.T @ (dip_grid[:, None] * states)
mu_sq = states.T @ (dip_grid[:, None]**2 * states)
exc = levels - levels[0]
strength = mu[:, 0]**2
mean_mu = ground @ (dip_grid * ground)
mean_mu_sq = ground @ (dip_grid**2 * ground)
variance = mean_mu_sq - mean_mu**2
lam, omega = 0.05, 0.5
main = sum_over_states(exc, strength, lam, omega)

# Convergence with grid spacing and box
ham_b, dip_b, _, _ = build_molecule(0.5, 20)
lev_b, st_b = np.linalg.eigh(ham_b)
str_b = (st_b.T @ (dip_b * st_b[:, 0]))**2
main_b = sum_over_states(lev_b - lev_b[0], str_b, lam, omega)
grid_change = abs(main_b / main - 1)
assert grid_change < 1e-3

# Separate contributions, each against its own diagonalization
self_energy = 0.5 * lam**2 * mean_mu_sq
bilinear = -0.5 * omega * lam**2 * np.sum(strength / (exc + omega))
permanent = 0.5 * lam**2 * mean_mu**2
zero = np.zeros_like(mu)
weak = 0.01
only_self = coupled_shift(levels, zero, mu_sq, weak, omega)
only_bilinear = coupled_shift(levels, mu, zero, weak, omega)
assert abs(only_self / weak**2 / (self_energy / lam**2) - 1) < 1e-2
assert abs(only_bilinear / weak**2 / (bilinear / lam**2) - 1) < 1e-2

# Resolvent form, by a linear solve without excited states
source = dip_grid * ground
solution = np.linalg.solve(
    ham + (omega - levels[0]) * np.eye(len(levels)), source)
resolvent = 0.5 * lam**2 * (source @ (ham @ solution)
                            - levels[0] * (source @ solution))
assert abs(resolvent / main - 1) < 1e-8

# Coupled problem over a range of frequencies
table = []
for freq in (0.05, 0.5, 5.0, 50.0):
    formula = sum_over_states(exc, strength, lam, freq)
    exact = coupled_shift(levels, mu, mu_sq, lam, freq)
    half = coupled_shift(levels, mu, mu_sq, lam / 2, freq)
    # removing the lam^4 term isolates the second-order coefficient
    second = (16 * half - exact) / 3
    assert abs(second / formula - 1) < 2e-3
    bound = lam**2 * N_ELEC / (4 * freq)
    assert 0 < exact < min(bound, 0.5 * lam**2 * variance)
    table.append((freq, formula, exact, bound, half, second))
shifts = [row[2] for row in table]
assert all(a > b for a, b in zip(shifts, shifts[1:]))
exact_main, half_main = table[1][2], table[1][4]
rest_ratio = (exact_main - main) / (half_main - main / 4)
assert abs(rest_ratio - 16) < 1.0

# Low-frequency limit: half the variance of the coupled dipole
low = sum_over_states(exc, strength, lam, 1e-5)
assert abs(low / (0.5 * lam**2 * variance) - 1) < 1e-3

# A constant added to the dipole must not change the energy
offset = 3.0
eye = np.eye(len(levels))
moved = coupled_shift(levels, mu + offset * eye,
                      mu_sq + 2 * offset * mu + offset**2 * eye,
                      lam, omega)
assert abs(moved - exact_main) < 1e-9

# Sum rules; the momentum comes from a Fourier transform
sum_rule = np.sum(exc * strength)
assert abs(sum_rule - N_ELEC / 2) < 1e-3
wave = (to_grid @ ground).reshape(n_grid, n_grid)
density_k = np.abs(np.fft.fft2(wave))**2
density_k /= density_k.sum()
k = 2 * np.pi * np.fft.fftfreq(n_grid, STEP)
mean_p_sq = np.sum((k[:, None] + k[None, :])**2 * density_k)
assert abs(np.sum(exc**2 * strength) / mean_p_sq - 1) < 2e-3
high = table[-1]
two_terms = lam**2 / (4 * high[0]) * (N_ELEC - 2 * mean_p_sq / high[0])
assert abs(two_terms / high[5] - 1) < 2e-3

# Stronger coupling: exact bounds and photon cutoff
strong = 0.3
strong_exact = coupled_shift(levels, mu, mu_sq, strong, omega, 20)
strong_more = coupled_shift(levels, mu, mu_sq, strong, omega, 26)
assert abs(strong_exact - strong_more) < 1e-7
strong_formula = sum_over_states(exc, strength, strong, omega)
strong_bound = strong**2 * N_ELEC / (4 * omega)
strong_var = 0.5 * strong**2 * variance
assert 0 < strong_exact < min(strong_bound, strong_var)

# If lam^2 = kappa * omega, the shift does not vanish
kappa, top = 2e-4, 200.0
scaled = coupled_shift(levels, mu, mu_sq, np.sqrt(kappa * top), top)
scaled_limit = kappa * N_ELEC / 4
assert abs(scaled / scaled_limit - 1) < 0.02

# Two-state model with the two choices of self-energy
mu2 = mu[:2, :2]
good = coupled_shift(levels[:2], mu2, mu2 @ mu2, lam, high[0])
bad = coupled_shift(levels[:2], mu2, mu_sq[:2, :2], lam, high[0])
good_formula = sum_over_states(exc[:2], strength[:2], lam, high[0])
leftover = 0.5 * lam**2 * (mean_mu_sq - strength[:2].sum())
assert good > 0 and abs(good / good_formula - 1) < 0.02
assert abs((bad - good) / leftover - 1) < 0.02

# Output
to_mev = 1e3 * const.physical_constants["Hartree energy in eV"][0]
bohr_nm = 1e9 * const.physical_constants["Bohr radius"][0]
volume = 4 * np.pi / lam**2
print("MODEL MOLECULE")
print(f"centre charges: {CHARGES[0]}, {CHARGES[1]} e")
print(f"centre positions: {CENTRES[0]}, {CENTRES[1]} bohr")
print(f"softening length: {SOFTENING} bohr; electrons: {N_ELEC}")
print(f"grid: {n_grid} points per electron, spacing {STEP} bohr")
print(f"singlet basis states: {len(levels)}")
print(f"electronic ground energy: {levels[0]:.5f} hartree")
print(f"first singlet excitation: {exc[1]:.5f} hartree")
print(f"permanent dipole: {mean_mu:.5f} e bohr")
print(f"mean squared dipole: {mean_mu_sq:.5f} e^2 bohr^2")
print(f"dipole variance: {variance:.5f} e^2 bohr^2")
print(f"relative change of shift on other grid: {grid_change:.1e}")
print("MAIN CASE")
print(f"lambda: {lam} a.u.; omega: {omega} hartree")
print(f"mode volume: {volume:.1f} bohr^3 = {volume*bohr_nm**3:.4f} nm^3")
print(f"self-energy, first order: {self_energy:.6e} hartree")
print(f"bilinear, second order: {bilinear:.6e} hartree")
print(f"permanent-dipole part of each: +/-{permanent:.6e} hartree")
print(f"total shift, formula: {main:.6e} hartree")
print(f"total shift, formula: {main*to_mev:.4f} meV")
print(f"total shift, resolvent: {resolvent:.6e} hartree")
print(f"total shift, diagonalized: {exact_main:.6e} hartree")
print(f"remainder ratio on doubling lambda: {rest_ratio:.3f}")
print(f"change for dipole offset {offset}: "
      f"{abs(moved-exact_main):.1e} hartree")
print("FREQUENCY SCAN, all in hartree")
print("omega | formula | diagonalized | bound lam^2 N/(4 omega)")
for freq, formula, exact, bound, _, _ in table:
    print(f"{freq:6.2f} | {formula:.5e} | {exact:.5e} | {bound:.5e}")
print(f"low-frequency limit: {0.5*lam**2*variance:.5e} hartree")
print("HIGH FREQUENCY")
print(f"sum of w |mu|^2: {sum_rule:.6f} a.u. (N/2 = {N_ELEC/2})")
print(f"mean squared total momentum: {mean_p_sq:.5f} a.u.")
print(f"two-term expansion, omega {high[0]}: {two_terms:.5e} hartree")
print("STRONGER COUPLING")
print(f"lambda: {strong} a.u.; omega: {omega} hartree")
print(f"formula: {strong_formula:.5e} hartree")
print(f"diagonalized: {strong_exact:.5e} hartree")
print(f"bound lam^2 N/(4 omega): {strong_bound:.5e} hartree")
print(f"bound from variance: {strong_var:.5e} hartree")
print("LAMBDA^2 = KAPPA * OMEGA")
print(f"kappa: {kappa:.1e} a.u.; omega: {top} hartree")
print(f"diagonalized: {scaled:.5e} hartree")
print(f"limit kappa N/4: {scaled_limit:.5e} hartree")
print(f"TWO-STATE MODEL, lambda {lam} a.u., omega {high[0]} hartree")
print(f"square of projected dipole: {good:.5e} hartree")
print(f"projection of squared dipole: {bad:.5e} hartree")
print(f"predicted leftover: {leftover:.5e} hartree")
print("finished without a failed check")
```

Running it gives:

```
MODEL MOLECULE
centre charges: 1.4, 0.6 e
centre positions: -1.0, 1.0 bohr
softening length: 1.0 bohr; electrons: 2
grid: 49 points per electron, spacing 0.4 bohr
singlet basis states: 1225
electronic ground energy: -1.94830 hartree
first singlet excitation: 0.38448 hartree
permanent dipole: 0.20885 e bohr
mean squared dipole: 2.41927 e^2 bohr^2
dipole variance: 2.37565 e^2 bohr^2
relative change of shift on other grid: 3.3e-06
MAIN CASE
lambda: 0.05 a.u.; omega: 0.5 hartree
mode volume: 5026.5 bohr^3 = 0.7449 nm^3
self-energy, first order: 3.024086e-03 hartree
bilinear, second order: -1.683562e-03 hartree
permanent-dipole part of each: +/-5.452491e-05 hartree
total shift, formula: 1.340524e-03 hartree
total shift, formula: 36.4775 meV
total shift, resolvent: 1.340524e-03 hartree
total shift, diagonalized: 1.338353e-03 hartree
remainder ratio on doubling lambda: 15.956
change for dipole offset 3.0: 6.5e-19 hartree
FREQUENCY SCAN, all in hartree
omega | formula | diagonalized | bound lam^2 N/(4 omega)
  0.05 | 2.64419e-03 | 2.62462e-03 | 2.50000e-02
  0.50 | 1.34052e-03 | 1.33835e-03 | 2.50000e-03
  5.00 | 2.29448e-04 | 2.29438e-04 | 2.50000e-04
 50.00 | 2.47756e-05 | 2.47756e-05 | 2.50000e-05
low-frequency limit: 2.96956e-03 hartree
HIGH FREQUENCY
sum of w |mu|^2: 1.000000 a.u. (N/2 = 1.0)
mean squared total momentum: 0.45355 a.u.
two-term expansion, omega 50.0: 2.47732e-05 hartree
STRONGER COUPLING
lambda: 0.3 a.u.; omega: 0.5 hartree
formula: 4.82589e-02 hartree
diagonalized: 4.57530e-02 hartree
bound lam^2 N/(4 omega): 9.00000e-02 hartree
bound from variance: 1.06904e-01 hartree
LAMBDA^2 = KAPPA * OMEGA
kappa: 2.0e-04 a.u.; omega: 200.0 hartree
diagonalized: 9.97738e-05 hartree
limit kappa N/4: 1.00000e-04 hartree
TWO-STATE MODEL, lambda 0.05 a.u., omega 50.0 hartree
square of projected dipole: 1.95587e-05 hartree
projection of squared dipole: 4.23631e-04 hartree
predicted leftover: 4.06283e-04 hartree
finished without a failed check
```
